\section*{Elastic and Inelastic Cotunnelling: Estimating the Crossover Temperature}

\section*{Problem}

A small metallic grain is connected to two leads, $L$ and $R$, by tunnel junctions of conductance $g_L,g_R\ll1$ in units of $e^2/h$. Its orbital levels have mean spacing $d$, and each holds two spin states. The gate is set so that adding an electron costs $E_e$ and removing one costs $E_h$. At the centre of the blockade valley $E_e=E_h=E_c=e^2/2C$, with $C$ the total capacitance. Assume $d\ll E_c$, $kT\ll E_c$ and a bias $eV\ll kT$.

An electron can still cross by cotunnelling, a second-order process in which the charged grain is a virtual state. It is elastic if the grain returns to its initial state, and inelastic if an electron enters one single-particle state and another electron leaves from a different one.

\begin{enumerate}
\item[(a)] Find the mean elastic conductance when the couplings of different levels are random and uncorrelated.
\item[(b)] Find the inelastic conductance for a quasi-continuous spectrum.
\item[(c)] At what temperature are they equal, and when is this answer consistent with its assumptions?
\item[(d)] Evaluate the result for a gold grain 10 nm across with $C=2$ aF and 100 k$\Omega$ junctions.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Elastic cotunnelling}

Let $t_i$ be the typical matrix element between a grain level and a state of lead $i$, and $\nu_i$ the lead density of states per spin. The golden rule for one junction, with two spins and grain density $1/d$ per spin, gives $G_i=2e^2(2\pi/\hbar)\nu_i|t_i|^2/d$. Dividing by $e^2/h$ and using $2\pi h/\hbar=4\pi^2$,
\begin{equation}
g_i=\frac{8\pi^2\nu_i|t_i|^2}{d},\qquad
\nu_i|t_i|^2=\frac{g_i d}{8\pi^2}. \label{junction}
\end{equation}

Let $\xi_k$ be the energy of level $k$ from the grain's Fermi level. If $k$ is empty, the electron enters from $L$ and then leaves to $R$, and the virtual state costs $E_e+\xi_k$. If $k$ is filled, its electron leaves first, at cost $E_h+|\xi_k|$, and is then replaced. The operator products in the two cases are
\begin{align}
c_R^\dagger d_k\,d_k^\dagger c_L&=(1-n_k)\,c_R^\dagger c_L,\\
d_k^\dagger c_L\,c_R^\dagger d_k&=c_Lc_R^\dagger n_k=-n_k\,c_R^\dagger c_L .
\end{align}
In the second line $d_k^\dagger$ passes two fermion operators without a net sign; exchanging $c_L$ and $c_R^\dagger$ gives the minus. Up to an irrelevant overall sign, the amplitude is
\begin{equation}
A=\sum_{\rm empty}\frac{t_{Lk}t_{Rk}^*}{E_e+\xi_k}
-\sum_{\rm filled}\frac{t_{Lk}t_{Rk}^*}{E_h+|\xi_k|}.
\end{equation}

Random couplings remove the cross terms from the mean of $|A|^2$. Since $d\ll E_e,E_h$, the remaining sums become integrals:
\begin{align}
\langle|A|^2\rangle
&=\frac{|t_L|^2|t_R|^2}{d}\left[\int_0^\infty\!\frac{d\xi}{(E_e+\xi)^2}
+\int_0^\infty\!\frac{d\xi}{(E_h+\xi)^2}\right]\nonumber\\
&=\frac{|t_L|^2|t_R|^2}{d}D,\qquad D=\frac1{E_e}+\frac1{E_h}.
\end{align}
The current for two spins is $2e(2\pi/\hbar)\nu_L\nu_R|A|^2eV$, so $g_{\rm el}=8\pi^2\nu_L\nu_R\langle|A|^2\rangle$. Inserting (\ref{junction}) twice,
\begin{equation}
g_{\rm el}=8\pi^2\,\frac{g_Ld}{8\pi^2}\,\frac{g_Rd}{8\pi^2}\,\frac{D}{d}
=\frac{g_Lg_R\,d}{8\pi^2}D
\;\longrightarrow\;\frac{g_Lg_R}{4\pi^2}\frac{d}{E_c}, \label{elastic}
\end{equation}
where the arrow denotes the valley centre, $D=2/E_c$. About $E_c/d$ levels contribute with random phases. Each contributes a probability of order $(d/E_c)^2$, in units of $g_Lg_R$, which leaves one power of $d/E_c$.

Two numerical tests support this step. For a four-level dot with couplings of $0.01E_c$, diagonalizing the many-body Hamiltonian gives a tunnel splitting 1.001 times $2|A|$. Averaging 6000 sets of random complex couplings, with $d=0.02E_c$ and levels within $20E_c$ of the Fermi level, gives 0.996 times the formula restricted to that band.

\subsection*{(b) Inelastic cotunnelling}

An electron now goes from lead energy $\varepsilon_L$ into level $k$, and another goes from level $k'$ to lead energy $\varepsilon_R$. Put $w=\xi_k-\varepsilon_L$. If the entry comes first, the virtual cost is $E_e+w$. If the exit comes first, it is $E_h+\varepsilon_R-\xi_{k'}$, which equals $E_h-w$ by energy conservation at zero bias. The operators $d_k^\dagger c_L$ and $c_R^\dagger d_{k'}$ commute, so the two orders add with the same sign. For $|w|\sim kT\ll E_c$ their sum is $D$ times the couplings. Diagonalizing a dot with levels at $\pm0.1E_c$ gives 0.9996 times the splitting predicted by adding the two orders with their full denominators, $1.1E_c$ and $0.9E_c$.

The thermal weight for an electron to gain energy $w$ in crossing a junction is
\begin{equation}
B(w)=\int f(\varepsilon)[1-f(\varepsilon+w)]\,d\varepsilon
=\int\frac{f(\varepsilon)-f(\varepsilon+w)}{1-e^{-w/kT}}\,d\varepsilon
=\frac{w}{1-e^{-w/kT}} .
\end{equation}
The second form follows from $f(\varepsilon+w)[1-f(\varepsilon)]=e^{-w/kT}f(\varepsilon)[1-f(\varepsilon+w)]$.

The two electrons have independent spins, which gives four combinations. With (\ref{junction}), the zero-bias rate in either direction is
\begin{align}
\Gamma(0)&=\frac{2\pi}{\hbar}\,\frac{4\,\nu_L|t_L|^2\,\nu_R|t_R|^2}{d^2}\,D^2S
=\frac{2\pi}{\hbar}\frac{g_Lg_R}{16\pi^4}D^2S,\\
S&=\int_{-\infty}^{\infty}B(w)B(-w)\,dw
=(kT)^3\int_{-\infty}^{\infty}\frac{x^2\,dx}{4\sinh^2(x/2)} .
\end{align}
For $x>0$, $1/[4\sinh^2(x/2)]=\sum_{n\ge1}ne^{-nx}$. The integral is therefore $2\sum_n n(2/n^3)=4\sum_n n^{-2}=2\pi^2/3$.

Detailed balance makes the backward rate $e^{-eV/kT}$ times the forward one. To first order in $V$ the current is $e\Gamma(0)\,eV/kT$, hence $G=e^2\Gamma(0)/kT$ and
\begin{equation}
g_{\rm in}=\frac{g_Lg_R}{4\pi^2}D^2\frac{S}{kT}
=\frac{g_Lg_R}{6}D^2(kT)^2
\;\longrightarrow\;\frac23\,g_Lg_R\left(\frac{kT}{E_c}\right)^2. \label{inelastic}
\end{equation}
Heat supplies the energy of the two electron--hole pairs. Their phase space $S$ shrinks as $T^3$, and the conductance, proportional to $S/kT$, as $T^2$.

\subsection*{(c) Crossover and its conditions}

Setting (\ref{elastic}) equal to (\ref{inelastic}) and cancelling $g_Lg_RD$ gives
\begin{equation}
(kT_*)^2=\frac{3d}{4\pi^2D}=\frac{3d}{4\pi^2}\frac{E_eE_h}{E_e+E_h},
\end{equation}
and at the valley centre
\begin{equation}
kT_*=\sqrt{\frac{3}{8\pi^2}}\,\sqrt{dE_c}\approx0.195\sqrt{dE_c}. \label{cross}
\end{equation}
Since $g_{\rm in}/g_{\rm el}=(T/T_*)^2$, the elastic process dominates below $T_*$. The scale $\sqrt{dE_c}$ alone overestimates $kT_*$ fivefold.

As a second case, move the gate to $E_e=E_c/2$, $E_h=3E_c/2$, with $d$ and $E_c$ fixed. Then $E_eE_h/(E_e+E_h)=0.375E_c$ instead of $0.5E_c$, and $T_*$ falls to $\sqrt{0.75}=0.87$ of its value at the centre. Both conductances rise towards the charge degeneracy, but the inelastic one rises faster, as $D^2$ against $D$.

The law (\ref{inelastic}) treats the grain's levels as a continuum. Requiring $kT_*>d$ in (\ref{cross}) gives $d/E_c<3/(8\pi^2)\approx0.038$. This bound is not sharp: on an equally spaced ladder, with energy-dependent denominators, the crossing lies only 3\% above (\ref{cross}) at $d/E_c=0.038$ and about 5\% above it at $0.1$. For irregular spacings and $kT_*<d$ the result depends on the actual levels near the Fermi energy.

At still lower temperature the electron number matters. With an even number on an equally spaced ladder, an inelastic event must either create an excitation of at least $d$ or start from one, so the rate falls as $e^{-d/kT}$. The level sum confirms this: between $kT=0.07d$ and $0.1d$ the slope of the logarithm of the rate against $d/kT$ is $-1.007$. With an odd number, the unpaired spin can flip at no cost. There is then one initial and one final grain state, and $S$ is replaced by $d^2kT/4$. At the centre this leaves
\begin{equation}
g_{\rm flip}=\frac{g_Lg_R}{4\pi^2}\,\frac{4}{E_c^2}\,\frac{d^2}{4}=g_{\rm el}\,\frac{d}{E_c},
\end{equation}
which is small. This is the leading order in $g_Lg_R$; Kondo correlations lie beyond it.

\subsection*{(d) The gold grain}

A lattice constant of about 0.41 nm (entered as 0.408 in the program) and one free electron per atom give a density of states of 8.00 eV$^{-1}$nm$^{-3}$ per spin. The volume is $\pi(10)^3/6=524$ nm$^3$, so
\begin{equation}
d=\frac{1}{8.00\times524}\ \text{eV}=0.239\ \text{meV},\qquad
E_c=\frac{e^2}{2C}=40.1\ \text{meV}.
\end{equation}
Thus $d/E_c=0.0060$, inside the range found in (c), and
\begin{equation}
kT_*=0.195\times3.09\ \text{meV}=0.60\ \text{meV},\qquad T_*=7.0\ \text{K}.
\end{equation}
This is $2.5d$. Including discrete levels and energy-dependent denominators moves $T_*$ to 7.1 K. The spacing $d$ is a free-electron value. The measured electronic specific heat of gold is roughly 10\% above the free-electron one, and a spacing 10\% smaller lowers $T_*$ by 5\%.

Each junction has $g=0.258$ and $1/R=10^4$ nS, so
\begin{equation}
G_{\rm el}=\frac{g}{R}\,\frac{d}{4\pi^2E_c}
=\frac{0.258\times10^4\times0.00596}{39.5}\ \text{nS}=0.39\ \text{nS},
\end{equation}
or 39 fA at 0.1 mV. The table holds the gate at the valley centre. Its third column uses an equally spaced ladder with an even electron number, and its last column divides that by $G_{\rm el}$.

\begin{center}
\begin{tabular}{rccc}
\hline
$T$ (K) & $G_{\rm in}$, $T^2$ law (nS) & $G_{\rm in}$, ladder (nS) & ratio to $G_{\rm el}$\\
\hline
1 & 0.0080 & 0.0056 & 0.014\\
2 & 0.032 & 0.028 & 0.073\\
4 & 0.127 & 0.121 & 0.31\\
10 & 0.80 & 0.78 & 2.0\\
20 & 3.19 & 3.15 & 8.1\\
30 & 7.17 & 7.12 & 18\\
\hline
\end{tabular}
\end{center}

At 1 K, where $kT$ is only $0.36d$, the ladder lies just 29\% below the $T^2$ law. Below this the suppression grows quickly: the ladder gives 24\% of the $T^2$ law at 0.5 K and 3\% at 0.3 K. In a real grain the spacings are irregular, and for an even electron number the freezing depends on the actual gap between the highest filled and the lowest empty level. Both inelastic columns replace the energy denominators by their values at $w=0$; at 30 K their energy dependence would add about 8\%.

The inelastic regime also has an upper edge, set by sequential tunnelling. In the master equation an electron enters from $L$ at a rate proportional to $g_L(E_c-eV/2)e^{-(E_c-eV/2)/kT}$. It then leaves to $R$ with probability $g_R(E_c+eV/2)/[g_L(E_c-eV/2)+g_R(E_c+eV/2)]$. The reverse sequence, from $R$ to $L$, has the same product of prefactors, which tends to $g_Lg_RE_c/(g_L+g_R)$ as $V\to0$. Subtracting it therefore leaves this prefactor times the difference of the two exponentials, $e^{-E_c/kT}eV/kT$. The states with one electron more and one fewer contribute equally:
\begin{equation}
g_{\rm seq}\simeq\frac{2g_Lg_R}{g_L+g_R}\,\frac{E_c}{kT}\,e^{-E_c/kT}.
\end{equation}
For this grain it equals the total cotunnelling conductance, taken with constant energy denominators, near 58 K. Energy-dependent denominators raise $g_{\rm in}$ there by a third and alone would move the crossing to 62 K; the lowering of the activation energy by about 4\% at order $g$ acts in the opposite direction. In this model, inelastic cotunnelling therefore dominates between about 7 K and 60 K.

\subsection*{How far a real grain may differ}

The diameter, capacitance and resistances are illustrative values, and at 100 k$\Omega$ the junction conductance $g=0.26$ is only moderately small. With 1 M$\Omega$ junctions and the same $d$ and $E_c$, the elastic current at 0.1 mV falls a hundredfold to 0.4 fA, while $T_*$ is unchanged at this order. At 100 k$\Omega$ the levels are broadened by $(g_L+g_R)d/4\pi=0.04d$.

A real grain is one member of the ensemble, and its elastic conductance can differ widely from the mean when each contact has only a few channels. For one channel per contact and random complex couplings, which describe a grain without spin--orbit coupling and with time-reversal symmetry fully broken, the computed standard deviation of $g_{\rm el}$ equals its mean within sampling error. The symmetry must be broken within the virtual time $\hbar/E_c$, which for a 10 nm grain takes a field of order tens of tesla, so the zero-field values matter more here. At zero field the ratio is $\sqrt2$ without spin--orbit coupling and $1/\sqrt2$ when spin--orbit scattering is fast on the same time scale; fast spin--orbit scattering with fully broken symmetry gives $1/2$. Several independent channels per contact reduce the spread. Because $T_*\propto\sqrt{g_{\rm el}}$ at fixed $g_{\rm in}$, a grain with twice the mean elastic conductance has $T_*\approx10$ K, and one with half the mean has 5 K.

Uncorrelated couplings also require the electron to explore the grain within the virtual time $\hbar/E_c$. The corresponding energy, $\hbar v_F$ divided by the diameter, is 92 meV, or $2.3E_c$. The margin is modest, so the prefactor of $g_{\rm el}$ is an estimate, and 7 K should be read as a scale for this grain. The numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
ED elastic splitting / amplitude rule: 1.00129
ED inelastic splitting / amplitude rule: 0.99959
Random-coupling mean / elastic formula: 0.996
Relative spread of g_el, one channel per contact: 1.01
Fitted exponent of kT* against spacing: 0.4999
Prefactor sqrt(3/(8 pi^2)): 0.1949
Largest d/Ec with kT* above d: 0.0380
Low-T slope of ln(rate) against d/kT, even number: -1.007
Odd-number spin-flip remainder / (g_el d/Ec): 1.0000
Grain diameter: 10.0 nm
Total capacitance: 2.0 aF
Resistance of each junction: 100 kOhm
Lattice constant of gold (rough): 0.408 nm
Electron density: 58.90 nm^-3
Fermi energy, free electrons: 5.520 eV
Density of states per spin: 8.002 eV^-1 nm^-3
Level spacing d: 0.2387 meV
Charging energy Ec: 40.05 meV
Ratio d/Ec: 0.00596
Junction conductance g: 0.2581 e^2/h
sqrt(d Ec): 3.092 meV
sqrt(d Ec)/k: 35.9 K
Crossover kT*: 0.6027 meV
Crossover T*: 6.99 K
Ratio kT*/d: 2.53
T* with discrete levels and full denominators: 7.09 K
Elastic conductance: 0.3896 nS
Bias for the current estimate: 0.10 mV
Elastic current at that bias: 39.0 fA
T = 1 K: inelastic T^2 law 0.00797 nS, even discrete ladder 5.649e-03 nS
T = 2 K: inelastic T^2 law 0.03186 nS, even discrete ladder 2.843e-02 nS
T = 4 K: inelastic T^2 law 0.12744 nS, even discrete ladder 1.207e-01 nS
T = 10 K: inelastic T^2 law 0.79651 nS, even discrete ladder 7.797e-01 nS
T = 20 K: inelastic T^2 law 3.18602 nS, even discrete ladder 3.152e+00 nS
T = 30 K: inelastic T^2 law 7.16855 nS, even discrete ladder 7.118e+00 nS
Discrete-level factor at T*: 0.9699
Denominator correction at T*, inelastic: 0.361 %
Thermal correction at T*, elastic: 0.150 %
Sequential tunnelling equals cotunnelling at: 58.3 K
Ratio Ec/kT*: 66.5
Level broadening / spacing: 0.0411
Lowest-order reduction of charging curvature: 5.23 %
Thouless energy hbar vF/diameter: 91.7 meV
Thouless energy / Ec: 2.29
\end{verbatim}
